# Inverse-square law for surface recombination under strong fixed dielectric charge

## A factor of nearly four

An n-type semiconductor with $10^{16}\ \mathrm{cm^{-3}}$ donors is coated with a dielectric that holds $10^{12}$ positive elementary charges per $\mathrm{cm^2}$ at the interface. For a classical electron gas and a single midgap trap level, its effective surface recombination velocity is 1.636 cm/s. With twice the charge, and the same traps, it is 0.415 cm/s, lower by a factor of 3.94. Doubling a weaker charge, from $10^{11}$ to $2\cdot10^{11}\ \mathrm{cm^{-2}}$, lowers it from 87.2 to 31.8 cm/s, a factor of only 2.74.

In this classical model, strong charge leads to the law

$$S_{\rm eff}\to\frac{2\varepsilon kT\,S_pN}{Q^2}\qquad(Q>0).\tag{1}$$

Here $Q$ is the fixed charge per area, $\varepsilon$ the semiconductor permittivity, $N$ the doping density of either type, and $S_p=\sigma_p v N_t$ the product of hole capture cross-section, thermal speed and trap density per area. For $Q<0$, $S_n=\sigma_n vN_t$ replaces $S_p$.

## Conventions

The coordinate $x$ runs from the interface into the semiconductor. At a plane $x=L$, beyond the space charge, the material is neutral and the potential $\psi$ is zero. The reduced potential is $u=q\psi/kT$, with $q>0$ the elementary charge. Subscript $s$ means $x=0$, and $d$ means $x=L$. With equilibrium densities $n_0,p_0$ and excess density $\Delta n$,

$$n_d=n_0+\Delta n,\qquad p_d=p_0+\Delta n,\qquad n_0p_0=n_i^2 .$$

The excess densities are equal because the plane is neutral. If $U_s$ is the recombination rate per interface area, then $S_{\rm eff}=U_s/\Delta n$. Recombination between the interface and $L$ is left out at first.

## Recombination through the traps

Let a fraction $f$ of the traps hold an electron. Electrons are captured at the rate $S_nn_s(1-f)$ and emitted at the rate $S_nn_1f$. The two must balance in equilibrium, which fixes $n_1=n_ie^{(E_t-E_i)/kT}$, with $E_t$ the trap level (any degeneracy factor absorbed in it) and $E_i$ the intrinsic level. Holes follow the same pattern with $p_1=n_i^2/n_1$. In steady state the net captures are equal:

$$S_n[n_s(1-f)-n_1f]=S_p[p_sf-p_1(1-f)] .$$

Collecting the terms in $f$ gives

$$f=\frac{S_nn_s+S_pp_1}{D},\qquad 1-f=\frac{S_nn_1+S_pp_s}{D},$$

$$D=S_n(n_s+n_1)+S_p(p_s+p_1).$$

Insert these in the hole rate. The terms $\pm S_pp_1p_s$ cancel and $n_1p_1=n_i^2$, so

$$U_s=\frac{S_nS_p(n_sp_s-n_i^2)}{D}
=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}.\tag{2}$$

Now assume that both quasi-Fermi levels are flat between $L$ and the surface. Boltzmann statistics then give

$$n=n_de^u,\qquad p=p_de^{-u},\qquad n_sp_s=n_dp_d .$$

The numerator of (2) becomes

$$(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n\,(n_0+p_0+\Delta n).$$

Division by $\Delta n$ yields

$$S_{\rm eff}=\frac{n_0+p_0+\Delta n}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}.\tag{3}$$

At low injection the numerator is $N$. Positive charge makes $n_s$ large. Once $n_s\gg n_1$ and $n_s\gg(S_p/S_n)(p_s+p_1)$,

$$S_{\rm eff}\simeq\frac{S_pN}{n_s}.\tag{4}$$

The traps are then nearly full of electrons and wait for holes. This holds in n-type accumulation and in p-type inversion alike.

## Surface density from the charge

There is no gate and no other charge, and charge held in the traps is neglected. The whole structure is neutral, so the field outside it vanishes, and Gauss's law at the interface gives $\psi'(0)=-Q/\varepsilon$. Let $s=+1$ for n-type and $s=-1$ for p-type doping. Poisson's equation is

$$\varepsilon\psi''=-q\,(p_de^{-u}-n_de^{u}+sN).$$

Multiply by $\psi'$. The left side becomes $(\varepsilon\psi'^2/2)'$. On the right, $q\psi'=kTu'$, so that side is also a derivative:

$$\frac{d}{dx}\frac{\varepsilon\psi'^2}{2}
=kT\frac{d}{dx}\left[p_de^{-u}+n_de^u-sNu\right].$$

Integrate from $0$ to $L$, where $\psi'=0$ and $u=0$:

$$-\frac{Q^2}{2\varepsilon}=kT\,[\,p_d+n_d-p_s-n_s+sNu_s\,].$$

With $n_Q=Q^2/(2\varepsilon kT)$ this reads

$$n_Q=n_s+p_s-n_d-p_d-sNu_s .\tag{5}$$

The electrostatic stress $Q^2/2\varepsilon$ is carried mainly by the pressure $n_skT$ of the attracted carriers.

For $Q>0$, $p_s$ is negligible. At low injection $n_d+p_d\simeq N$, hence

$$n_s\simeq n_Q+N(1+su_s),\qquad u_s\simeq\ln\frac{n_Q}{n_d}.\tag{6}$$

The correction to $n_Q$ grows only as $\ln Q$, while $n_Q$ grows as $Q^2$. Therefore $n_s/n_Q\to1$, and (4) becomes (1). For $Q<0$, exchange electrons with holes, $S_n$ with $S_p$, and the two doping types.

The two powers of $Q$ have separate origins. Where electrons dominate, the same integration taken from $x$ to $L$ gives $\varepsilon\psi'^2/2=nkT$. Its root is

$$u'=-\frac2\lambda e^{(u-u_s)/2},\qquad \lambda=\frac{2\varepsilon kT}{qQ}.$$

It follows that $\frac{d}{dx}e^{-(u-u_s)/2}=1/\lambda$, so

$$n=\frac{n_s}{(1+x/\lambda)^2},\qquad \int_0^\infty n\,dx=n_s\lambda=\frac Qq .$$

More charge attracts more electrons and also squeezes them into a thinner layer. Each effect contributes one power of $Q$ to $n_s$.

## Worked numbers

The temperature is 300 K, with $kT/q=25.85$ mV. The relative permittivity is 11.7, so $\varepsilon=1.036\cdot10^{-12}$ F/cm. Other inputs are $N=10^{16}$, $n_i=10^{10}$ and $\Delta n=10^{13}\ \mathrm{cm^{-3}}$. There are $5\cdot10^{10}\ \mathrm{cm^{-2}}$ midgap traps, for which $n_1=p_1=n_i$. With $v=10^7$ cm/s, $\sigma_p=10^{-15}$ and $\sigma_n=10^{-14}\ \mathrm{cm^2}$,

$$S_p=10^{-15}\cdot10^7\cdot5\cdot10^{10}=500\ \mathrm{cm/s},\qquad S_n=5000\ \mathrm{cm/s}.$$

The charge $10^{12}\ \mathrm{cm^{-2}}$ is $0.1602\ \mathrm{\mu C/cm^2}$. In formula (1) it must be entered in $\mathrm{C/cm^2}$ and $kT$ in joules:

$$n_Q=\frac{(1.602\cdot10^{-7})^2}{2(1.036\cdot10^{-12})(4.142\cdot10^{-21})}
=2.99\cdot10^{18}\ \mathrm{cm^{-3}}.$$

The limit law gives $500\cdot10^{16}/(2.99\cdot10^{18})=1.67$ cm/s. The layer thickness is $\lambda=3.34$ nm.

In n-type accumulation, $n_d\simeq N$ and $\ln(n_Q/n_d)=5.70$. Equation (6) adds $6.70\cdot10^{16}$ to $n_Q$. The result is $n_s=3.06\cdot10^{18}\ \mathrm{cm^{-3}}$ and $S_{\rm eff}=1.635$ cm/s.

In p-type inversion, $n_d\simeq\Delta n$ and the logarithm is 12.61. The correction is now $-1.16\cdot10^{17}\ \mathrm{cm^{-3}}$, because part of the fixed charge is balanced by ionised acceptors. This gives 1.739 cm/s.

The values in the opening paragraph do not assume flat quasi-Fermi levels. They come from a collocation solution of Poisson's equation together with electron and hole drift-diffusion over $L=613$ nm, which is 15 Debye lengths. The trap rates supply the surface boundary condition. For n-type material this solution compares with (1) as follows.

| Charge ($\mathrm{cm^{-2}}$) | Transport (cm/s) | Limit law (cm/s) |
|---|---:|---:|
| $1\cdot10^{11}$ | 87.2 | 167.2 |
| $2\cdot10^{11}$ | 31.8 | 41.8 |
| $5\cdot10^{11}$ | 6.24 | 6.69 |
| $1\cdot10^{12}$ | 1.636 | 1.672 |
| $2\cdot10^{12}$ | 0.415 | 0.418 |

For p-type inversion at $10^{12}\ \mathrm{cm^{-2}}$ the transport value is 1.740 cm/s. For p-type accumulation under the opposite charge it is 16.36 cm/s. The tenfold difference between the two signs of accumulation, at equal $|Q|$ and $N$, is the ratio $S_n/S_p$.

Equation (6) also explains the approach to the power law. Since $du_s/d\ln Q\simeq2$,

$$\frac{d\ln S_{\rm eff}}{d\ln Q}\simeq
-\frac{2(n_Q+sN)}{n_Q+N(1+su_s)} .$$

In accumulation the exponent approaches $-2$ from the weaker side. The transport values give $-1.45$, $-1.78$, $-1.93$ and $-1.98$ between successive rows of the table. In inversion, once the charge is strong enough for (4) to hold and $u_s>2$, it approaches from the steeper side (before (4) holds, $S_{\rm eff}$ can still rise with charge): between $10^{12}$ and $2\cdot10^{12}\ \mathrm{cm^{-2}}$ it is $-2.04$. While the correction in (6) is small beside $n_Q$, (4) with (6) suffices. For weaker charge the estimate of $u_s$ in (6) fails, and in inversion it can even make $n_s$ negative. An implementation should then solve (5) numerically for $u_s$, with $n_s=n_de^{u_s}$ and $p_s=p_de^{-u_s}$, and insert these densities in (3). Equation (5) contains only $Q^2$ and has two roots; the right one has the sign of $Q$. This recipe still assumes flat quasi-Fermi levels. In depletion at low injection $S_{\rm eff}$ can be so large that they are not flat, and the transport equations must be solved instead.

## When the quasi-Fermi levels are not flat

In accumulation the holes must diffuse against a repelling potential. Write $p=p_de^{-u+a}$, where $a$ is the hole quasi-Fermi shift in units of $kT$ and $a(L)=0$. The hole flux towards the surface is

$$D_p(p'+pu')=D_ppa'=U_s,$$

with $D_p$ the hole diffusivity. Since $pa'=p_de^{-u}(e^a)'$, integration gives

$$1-e^{a(0)}=\frac{U_s}{D_pp_d}\int_0^Le^u\,dx
\simeq\frac{S_{\rm eff}}{D_p}\left(\frac{Q}{qn_d}+L\right).\tag{7}$$

The last step uses $p_d\simeq\Delta n$ and the fact that the excess electron charge in the layer balances $Q$. For $D_p=12\ \mathrm{cm^2/s}$ the bracket is $1.00+0.61=1.61\ \mathrm{\mu m}$, and the drop is $2.2\cdot10^{-5}\,kT$. Since $S_{\rm eff}$ falls as $1/Q^2$, the contribution of $Q/(qn_d)$ to the drop falls as $1/Q$ and that of $L$ as $1/Q^2$, so stronger charge makes the assumption better.

A poor surface shows the effect. The drop multiplies $p_s$, and hence $S_{\rm eff}$, by $e^{a(0)}$. If $S_{\rm flat}$ denotes (4) and $I$ the bracket in (7), then $S_{\rm eff}=S_{\rm flat}(1-S_{\rm eff}I/D_p)$, or

$$S_{\rm eff}=\frac{S_{\rm flat}}{1+S_{\rm flat}I/D_p}.$$

With $S_n$ and $S_p$ both raised 2000-fold, $S_{\rm flat}$ is about 3270 cm/s and the transport solution gives 3135 cm/s, a reduction of 4.2 %.

## What "low injection" must mean

In accumulation, (3) gives a factor $1+\Delta n/N$. Raising $\Delta n$ from $10^{13}$ to $10^{15}\ \mathrm{cm^{-3}}$ multiplies the transport value by 1.099. Low injection therefore means $\Delta n\ll N$, and no lower limit arises from the surface traps.

Inversion is different, because the electron and hole densities cross inside the space charge. There $n=p=\sqrt{Nn_d}$. For midgap bulk traps with equal electron and hole lifetime parameters $\tau$, the local rate is about $\sqrt{Nn_d}/(2\tau)$ when the densities far exceed $n_i$. Divided by $\Delta n\simeq n_d$, its contribution to the velocity varies as $\Delta n^{-1/2}$, apart from a slower change in the width of the crossing region.

For $\tau=1$ ms, integrating the bulk rate in excess of its value at $L$ over the computed profiles gives 0.082 cm/s at $\Delta n=10^{13}\ \mathrm{cm^{-3}}$. That is about 5 % of the surface part. At $\Delta n=10^8\ \mathrm{cm^{-3}}$ it gives 16 cm/s, against 1.81 cm/s from the surface. A velocity measured at the edge of the space charge would contain both parts, so in inversion (1) describes it only while the surface part dominates.

## A continuum of traps

A discrete midgap level easily satisfies $n_1\ll n_s$. Interface states spread through the gap do not all do so. Take a uniform density $D_{it}$ per energy and equal capture cross-sections $\sigma$. With $e=(E_t-E_i)/kT$ and $p_s$ neglected, summing (3) over levels at low injection gives

$$S_{\rm eff}=\frac{N\sigma vD_{it}kT}{n_s}\,W,\qquad
W=\int\frac{de}{1+(2n_i/n_s)\cosh e}.$$

Set $\cosh\theta=n_s/2n_i$. Then $W=\cosh\theta\int de/(\cosh\theta+\cosh e)$, and the identity

$$\frac{1}{\cosh\theta+\cosh e}=\frac{\tanh\frac{e+\theta}{2}-\tanh\frac{e-\theta}{2}}{2\sinh\theta}$$

applies. Over an unlimited energy range the difference of the shifted steps integrates to $4\theta$. Hence

$$W=2\theta\coth\theta\simeq2\ln(n_s/n_i).$$

The active window widens with charge. The law becomes $S_{\rm eff}\propto\ln(n_s/n_i)/Q^2$, with local exponent $-2+2/\theta$. At $n_s=n_Q$, $\theta=19.5$, which gives a window of 1.009 eV and an exponent of $-1.898$. Numerical integration over a finite gap of 1.12 eV gives 1.003 eV and $-1.908$. At still stronger charge the window fills the finite gap, and the exponent returns towards $-2$. Before that, the pure inverse square needs traps away from the band edges.

## Limits of the classical electron gas

**Degeneracy.** Fermi statistics replace the surface pressure $n_skT$ by $N_ckTF_{3/2}(\eta)$. Here $N_c$ is the band density of states, $\eta$ the electron quasi-Fermi level above the band edge at the surface in units of $kT$, and $F_{3/2}$ the normalised Fermi integral, which tends to $e^\eta$ for negative $\eta$. For strong accumulation $n_Q=N_cF_{3/2}(\eta)$. The traps remain full, so $S_{\rm eff}=S_pp_s/\Delta n$. The band bending satisfies $e^{-u_s}=(N/N_c)e^{-\eta}$, which gives

$$\frac{S_{\rm Fermi}}{S_{\rm Boltzmann}}=\frac{F_{3/2}(\eta)}{e^\eta}\simeq1-\frac{n_Q}{2^{5/2}N_c}.$$

The last form is the leading correction. For $N_c=3\cdot10^{19}\ \mathrm{cm^{-3}}$, solving for $\eta$ gives a ratio of 0.983 at $10^{12}\ \mathrm{cm^{-2}}$ and 0.78 at $4\cdot10^{12}\ \mathrm{cm^{-2}}$. Degeneracy makes the fall steeper than $1/Q^2$.

**Confinement.** A layer 3.34 nm thick is too thin for a classical gas. For an estimate, electron levels were found by finite differences in the classical potential $2kT\ln(1+x/\lambda)$ with a hard wall at the surface. Two valleys had mass $0.9\,m_e$ normal to the surface and four had $0.2\,m_e$, as on a (100) silicon surface; other orientations give other factors. At a fixed Fermi level they hold 0.64 of the classical sheet charge. If the shape of the potential is kept, restoring the charge means raising the Fermi level by $kT\ln(1/0.64)$, which lowers $p_s$ and $S_{\rm eff}$ by the factor 0.64, to about 1 cm/s. At a quarter of the charge the factor is 0.86. Both values belong to a box 150 nm deep and move by about 0.01 when its depth is changed to 80 or 400 nm. The potential was not made self-consistent and the holes stayed classical. Electrons kept away from the wall leave the surface field less screened there, which adds band bending. With classical holes, the reduction of $S_{\rm eff}$ is therefore clearly larger than these factors suggest. A self-consistent Schrödinger–Poisson solution with the same masses, Boltzmann occupancy and classical holes gives a factor of 0.36, or about 0.6 cm/s, at $10^{12}\ \mathrm{cm^{-2}}$ and 0.74 at a quarter of the charge. The reduction grows with charge, so confinement too makes the fall steeper than $1/Q^2$: the local exponent is about $-2.6$ between $5\cdot10^{11}$ and $10^{12}\ \mathrm{cm^{-2}}$. It is the largest correction found here at $10^{12}\ \mathrm{cm^{-2}}$ in accumulation.

## Beside a real device

The parameters lie in the rough regime of a crystalline silicon wafer under a dielectric. Silicon nitride often carries positive charge of order $10^{12}\ \mathrm{cm^{-2}}$, and aluminium oxide negative charge of similar or somewhat larger size. A bulk lifetime of 1 ms belongs to good material. Real interfaces break the assumption of one discrete level. For the uniform continuum above, that moves the exponent by about 0.1; capture cross-sections that vary with energy would change the prefactor by an amount not found here. If every trap holds one negative charge when filled, the net charge falls by 5 % and $S_{\rm eff}$ rises by a factor $1/0.95^2=1.11$. At 350 K, with fixed cross-sections, charge and doping and $v\propto\sqrt T$, (1) scales as $T^{3/2}$ and gives 2.1 cm/s.

The surface field is 0.155 MV/cm. The band bending is 0.148 eV in accumulation and about 0.86 eV in inversion without illumination, both below the 1.12 eV gap. The bands therefore do not overlap in energy, which rules out direct band-to-band tunnelling within this layer, and a carrier crossing it cannot gain enough energy to create a pair. Among the effects treated here, the first limits on (1) are confinement, the spread of trap levels and, in inversion at very low injection, recombination inside the space charge. Two effects that would raise $S_{\rm eff}$ are not treated: tunnelling of holes to the traps, and band-gap narrowing by the dense electron layer, which at $3\cdot10^{18}\ \mathrm{cm^{-3}}$ can shift the hole band edge by an amount of order $kT$ and so offset part of the confinement correction.
